# Bond-order expansion for d bands and the hcp-fcc energy difference

An atom in a face-centred cubic (fcc) crystal has twelve nearest neighbours, and so has an atom in an ideal hexagonal close-packed (hcp) crystal. The two structures stack the same dense planes in different orders. A model that knows only how many bonds an atom has cannot choose between them, yet transition metals do choose, and the choice changes along a series as the d band fills. How far must an electron explore its surroundings before its energy can tell the two stackings apart?

A closed walk of $n$ hops measures the $n$th moment of the density of states. The question therefore becomes how many moments a bond-order expansion needs. One might expect hcp and fcc to be told apart correctly once sixth moments enter. For first-shell canonical d bands, expanded in an energy window that fits the spectrum closely, this holds for the order of stability along the filling, but not for the size of the energy difference.

## Two atoms by hand

Take two atoms with one orbital each, on-site energy zero and hopping $-\beta$, with $\beta>0$. The eigenvalues are $\pm\beta$. Divide energies by a half-width $B=2\beta$, which leaves room around the spectrum. The scaled Hamiltonian is

$$h=\begin{pmatrix}0&-\tfrac12\\-\tfrac12&0\end{pmatrix},\qquad x=\pm\tfrac12 .$$

The Chebyshev polynomials of the second kind are $U_n(\cos\theta)=\sin((n+1)\theta)/\sin\theta$. They obey $U_{n+1}=2xU_n-U_{n-1}$ with $U_0=1$ and $U_{-1}=0$. The Chebyshev moment $\sigma_n$ is the average of $U_n$ over the levels. Odd ones cancel between $\pm\tfrac12$, and even ones follow from $\theta=\pi/3$:

$$\sigma_0=1,\quad \sigma_2=0,\quad \sigma_4=-1,\quad \sigma_6=1 .$$

With the Fermi level at $x_F=0$ the lower level is full. Measured from the Fermi level, the scaled energy per orbital and spin is the average of $\min(x,0)$, namely $-\tfrac14$. To obtain it from moments, expand $\min(x-x_F,0)$ in the $U_n$. These are orthonormal under the weight $w(x)=(2/\pi)\sqrt{1-x^2}$ on $-1<x<1$, so the coefficients are

$$g_n(x_F)=\int_{-1}^{x_F}(x-x_F)\,w(x)\,U_n(x)\,dx .$$

For even $n$ and $x_F=0$ they equal

$$g_n(0)=(-1)^{n/2}\frac{2}{\pi(n-1)(n+3)},$$

as derived in the next section. Hence $g_0=-2/(3\pi)$, $g_2=-2/(5\pi)$, $g_4=2/(21\pi)$ and $g_6=-2/(45\pi)$. The partial sums of $\sum_n\sigma_ng_n$ are

- orders 0 to 3: $-0.2122$;
- order 4: $-0.2122-0.0303=-0.2425$;
- order 6: $-0.2425-0.0141=-0.2567$.

The energy is within 3% of $-\tfrac14$ at order six.

The bond order needs the derivative of the truncated function. At order two this is $g_1U_1'+g_2U_2'=2g_1+8g_2x$. Replacing $x$ by $h$, the off-diagonal element is $8g_2(-\tfrac12)=8/(5\pi)$. Two spins double it to $1.02$, against the exact value 1 for a full bonding level. At order four we add $U_4'=64x^3-24x$. Since $h^3=h/4$, this becomes $-8h$, whose off-diagonal element is $+4$. The bond order rises by $2\cdot4g_4=0.24$, to $1.26$. The closeness at order two was fortuitous. Differentiation multiplies high orders by factors that grow with $n$, so in this example the bond order settles more slowly than the energy.

## The general expansion

For a crystal set $h=(H-a)/B$, with centre $a$ and half-width $B$ chosen so that every eigenvalue lies inside $|x|<1$. When two structures are compared, both use the same $a$ and $B$. The relations hold in any energy unit, including hartree. Let $\sigma_n$ be the average of $\langle i|U_n(h)|i\rangle$ over the five d orbitals of an atom. Orthonormality gives the density of states per orbital and spin,

$$D(x)=w(x)\sum_n\sigma_nU_n(x).$$

Integrating one term up to $x_F=\cos\theta$ gives its share of the filling. With $x=\cos\phi$ and $dx=-\sin\phi\,d\phi$,

$$v_n=\frac2\pi\int_\theta^\pi\sin\phi\,\sin((n+1)\phi)\,d\phi
=\frac1\pi\int_\theta^\pi[\cos n\phi-\cos((n+2)\phi)]\,d\phi .$$

For $n\ge1$ the upper limit contributes nothing, so

$$v_n=\frac1\pi\left[\frac{\sin((n+2)\theta)}{n+2}-\frac{\sin n\theta}{n}\right],\qquad
v_0=1-\frac\theta\pi+\frac{\sin2\theta}{2\pi}.$$

The recursion reads $xU_n=(U_{n+1}+U_{n-1})/2$. Inserted in the definition of $g_n$, it gives

$$g_n=\tfrac12(v_{n+1}+v_{n-1})-x_Fv_n,\qquad v_{-1}=0 .$$

At $\theta=\pi/2$ and even $n\ge2$, put $s=(-1)^{n/2}$. Then $v_{n+1}=-(s/\pi)[1/(n+3)+1/(n+1)]$ and $v_{n-1}=(s/\pi)[1/(n+1)+1/(n-1)]$. Half their sum is $(s/2\pi)[1/(n-1)-1/(n+3)]$, which is the expression used for the pair. For $n=0$, $g_0=v_1/2=-2/(3\pi)$ fits it too.

With five orbitals and two spins, the grand potential per atom at order $M$ is

$$\Omega_M(\mu)=10B\sum_{n=0}^M\sigma_n\,g_n\!\left(\frac{\mu-a}{B}\right).$$

The energy at $N$ electrons per atom is

$$E_M(N)=\max_\mu[\Omega_M(\mu)+\mu N].$$

The maximum is needed because a truncated density of states can turn negative, and several $\mu$ may then give the same $N$. For a true density of states $\Omega$ is concave and the formula reduces to ordinary filling.

### Moments from local walks

Start from one orbital and apply the recursion, so that $n$ steps give the vector $U_n(h)|i\rangle$. Scalar products of these vectors reach twice as far. From $\sin^2((n+1)\theta)-\sin^2n\theta=\sin((2n+1)\theta)\sin\theta$, division by $\sin^2\theta$ gives

$$U_n^2-U_{n-1}^2=U_{2n}.$$

Similarly, $U_n-U_{n-2}=2\cos n\theta$, so

$$U_{n-1}(U_n-U_{n-2})=\frac{2\sin n\theta\cos n\theta}{\sin\theta}=U_{2n-1}.$$

Sixth moments therefore require three hops outward. A cluster of radius sixteen hops gives the infinite-crystal moments through order 32.

### Bond orders and forces

Write $F_M(x)=\sum_{n\le M}g_nU_n(x)$ at fixed $x_F$. The total grand potential is $2B\,\mathrm{Tr}\,F_M(h)$. Under a small change of $H$ at fixed window, cyclic invariance of the trace gives $\delta\,\mathrm{Tr}\,F_M(h)=\mathrm{Tr}[F_M'(h)\,\delta h]$. Since $\delta h=\delta H/B$,

$$\delta\Omega_M^{\rm total}=\mathrm{Tr}(\Theta\,\delta H),\qquad
\Theta=2\sum_{n=1}^Mg_nU_n'(h).$$

The off-diagonal elements of $\Theta$ are the bond orders. Differentiating $U_n-U_{n-2}=2\cos n\theta$ with respect to $x$ gives $U_n'=U_{n-2}'+2nU_{n-1}$, so

$$U_n'=2\sum_{k=n-1,\,n-3,\ldots\ge0}(k+1)U_k .$$

At fixed $N$ the same $\Theta$ gives the first-order change of energy wherever the maximizing $\mu$ is unique, because the bracket is stationary in $\mu$. If the window moves with the atoms, derivatives of $a$ and $B$ must be added. For hcp at $M=6$ and $x_F=0.2$, under a volume-conserving strain along the hexagonal axis, the slope from $\Theta$ and the slope from recomputed moments are both $-0.343819$ eV per unit strain.

## Canonical d bands

Represent the d orbitals by normalized traceless symmetric tensors $Q_a$. For a bond of length $R$ along the unit vector $\mathbf n$, the hopping block is

$$H_{ab}=t\left(\frac dR\right)^5\left[10(Q_a\mathbf n)\!\cdot\!(Q_b\mathbf n)-17.5(\mathbf n Q_a\mathbf n)(\mathbf n Q_b\mathbf n)-\delta_{ab}\right],$$

where $d$ is the nearest-neighbour distance. A σ orbital has $|Q\mathbf n|^2=(\mathbf nQ\mathbf n)^2=2/3$ and gives $20/3-35/3-1=-6$. A π orbital has $|Q\mathbf n|^2=1/2$ and $\mathbf nQ\mathbf n=0$, which gives $4$. A δ orbital gives $-1$. These are the canonical ratios, dd$\sigma$ : dd$\pi$ : dd$\delta=-6:4:-1$.

The example uses $t=0.15$ eV, $d=2.70$ angstrom, first-shell hopping, an orthogonal basis and zero on-site energies. The mean square of the energy is

$$\mu_2=\frac{12(6^2+2\cdot4^2+2\cdot1^2)}5t^2=168t^2,$$

so the rms width is $12.96\times0.15=1.94$ eV. The common window has $a=-0.712$ eV and $B=4.012$ eV.

### Why three moments see nothing

The zeroth moment is one and the first vanishes, because each on-site block is zero. The second counts bonds, twelve in both structures. A third-moment walk goes round an equilateral triangle. In both structures each bond shares four common neighbours, hence $12\times4=48$ directed triangular walks start at each atom. The trace over five orbitals does not depend on a triangle's orientation, so the third moments agree too. With a common window, $\sigma_0$ to $\sigma_3$ are then equal and the energy difference vanishes through order three.

The computed differences, hcp minus fcc, begin as follows:

$$\Delta\sigma_4=-0.00427,\quad\Delta\sigma_5=-0.00794,\quad\Delta\sigma_6=-0.08654 .$$

The fourth moment does differ, but $\Delta\sigma_6$ is about twenty times larger than $\Delta\sigma_4$.

The fourth-moment difference also fixes an integral of the energy curve. Since $\Delta\Omega''(\mu)=-\Delta D(\mu)$, with $D$ here counting all ten states, two integrations by parts give

$$\int\Delta\Omega(\mu)(\mu-a)^2d\mu=-\frac{\Delta\mu_4}{12}.$$

Boundary terms vanish because $\Delta\Omega$ is zero below and above both bands. The lower moments being equal, $\Delta\mu_4=10B^4\Delta\sigma_4/16=-0.691$ eV$^4$. Minus twelve times the integral of the k-space curve gives the same value.

## How many sign changes can an order hold?

For $n\ge2$, every $v$ in $g_n$ is a sum of sines of integer multiples of $\theta$, hence $\sqrt{1-x^2}$ times a polynomial. The highest sine is $\sin((n+3)\theta)$, so

$$g_n(x)=\sqrt{1-x^2}\,p_n(x),\qquad \deg p_n\le n+2 .$$

Near $x=-1$ the weight grows as $(1+x)^{1/2}$, and the integral defining $g_n$ raises this to $(1+x)^{5/2}$. Thus $p_n$ contains $(1+x)^2$. For $n\ge2$, $U_n$ is orthogonal to $1$ and to $x$, so the same integral taken over the whole interval vanishes. It can be replaced by minus the integral from $x$ to $1$, which behaves as $(1-x)^{5/2}$. Therefore

$$g_n(x)=(1-x^2)^{5/2}q_n(x),\qquad \deg q_n\le n-2 .$$

The difference $\Delta\Omega_M$ contains only $n\ge4$. It equals a positive factor times a polynomial of degree at most $M-2$, and so has at most $M-2$ sign changes inside the window. This holds for any common window.

The result is stated at equal $\mu$, whereas metals are compared at equal $N$. Let $\mu_h$ and $\mu_f$ be the maximizing levels of hcp and fcc. Using $\mu_f$ in the hcp maximum, and $\mu_h$ in the fcc one, gives

$$\Delta\Omega(\mu_f)\le\Delta E(N)\le\Delta\Omega(\mu_h).$$

The two curves share their sign pattern when the Fermi levels of the structures move continuously with $N$ and always lie closer together than the width of any lobe of the curve.

In k space, with lobes below 2% of the peak ignored, the difference has four sign changes in $\mu$ and four in $N$. Fourth and fifth order allow at most two and three in $\mu$. Sixth order is the lowest that can carry the full pattern. This is a necessary condition and says nothing yet about accuracy.

## Reading the energies

Here is $\Delta E=E_{\rm hcp}-E_{\rm fcc}$ in eV per atom. Negative values favour hcp.

| $N$ | k space | $M=4$ | $M=5$ | $M=6$ | $M=12$ |
|---|---|---|---|---|---|
| 1 | −0.053 | 0.003 | 0.004 | −0.032 | −0.056 |
| 3 | 0.063 | −0.004 | 0.001 | 0.026 | 0.067 |
| 4 | 0.050 | −0.005 | −0.006 | 0.043 | 0.051 |
| 5 | −0.040 | −0.002 | −0.008 | −0.003 | −0.024 |
| 7 | −0.031 | 0.003 | 0.003 | −0.022 | −0.024 |
| 8 | 0.027 | 0.003 | 0.006 | 0.007 | 0.022 |

The row $N=4$ can be understood by hand. At the window centre, $x_F=0$, the fifth-order term vanishes, because $\min(x,0)=(x-|x|)/2$ has the odd part $x/2$, which contains only $U_1$. The fourth-order term gives

$$10B\,\Delta\sigma_4g_4=40.12\times(-0.00427)\times0.0303=-0.005\ \text{eV}.$$

The sixth adds $40.12\times(-0.08654)\times(-0.01415)=+0.049$ eV, for a total of $0.044$ eV. At sixth order this Fermi level corresponds to $N\approx3.9$, from $N=10\sum_n\sigma_nv_n$. The sixth-order term reverses the sign and dominates the sum.

Accuracy over the range $N=0.1$ to $9.9$ is summarized next. The error is the rms deviation divided by the rms k-space difference. The correlation is the normalized overlap of the two curves, taken without subtracting their means. The sign match counts fillings where the k-space difference exceeds 5% of its peak.

| $M$ | relative error | correlation | sign match |
|---|---|---|---|
| 4 | 1.03 | −0.44 | 46% |
| 5 | 1.02 | −0.12 | 54% |
| 6 | 0.58 | 0.86 | 92% |
| 8 | 0.48 | 0.88 | 92% |
| 12 | 0.18 | 0.98 | 98% |
| 32 | 0.02 | 1.00 | 100% |

Orders four and five do no better than predicting no difference at all, which would score an error of 1. Sixth order brings the four sign changes and the correct sign at most fillings, but its energies are still off by 58%. It places the sign changes at $N=0.39$, $2.40$, $4.96$ and $7.72$, up to 0.4 electron away from the k-space positions given below. The error stays below 50% from order eight and below 25% from order eleven. At $N=5$ sixth order finds less than a tenth of the hcp preference.

The quality at sixth order also depends on the window. With the same centre and a half-width 15% larger, the error at $M=6$ rises from 0.58 to 0.82. Only three of the four sign changes then remain between $N=0.1$ and $9.9$, again ignoring lobes below 2% of the peak. The upper limit of $M-2$ sign changes in $\mu$ is unaffected, but the order of stability found over a given range of fillings depends on the window. Of these two windows, the tighter gives the smaller error at orders six to eight, but not at orders four and five. Any window must enclose both spectra.

The reference itself is steady on this scale. Changing from a coarser to a finer k mesh moves $\Delta E$ by less than 0.0004 eV. Its largest magnitude is 0.095 eV, or 0.0035 hartree, near $N=1.5$.

## Beside real metals

The model's fcc band is 7.9 eV wide. Width and bond length are in the rough range of 4d transition metals. The k-space curve favours hcp between $N=0.67$ and $2.37$, fcc up to $4.54$, hcp up to $7.53$, and fcc beyond; a change of k mesh moves these boundaries by about 0.01. Technetium and ruthenium are indeed hcp, and rhodium and palladium fcc, with d counts rising roughly from six to nine. In the middle of the series niobium and molybdenum are body-centred cubic, a structure not compared here.

This agreement should not be pressed. Canonical hopping decays as $R^{-5}$ and does not stop at the first shell. Including all neighbours out to about twice the bond length changes $\Delta E$ by up to 0.057 eV. At $N=7$, 8 and 9 the change exceeds the first-shell difference itself. At $N=8$ it reverses the sign, to a slight preference for hcp, so the agreement near the d count of rhodium is lost. It also raises the number of sign changes in $N$ from four to six. The second and third moments now differ too, but $g_2$ and $g_3$ have the same factored form as the higher $g_n$, so the limit of $M-2$ sign changes in $\mu$ still holds. The curve in $\mu$ has six as well, so at least eighth order is needed. Extending the hopping to four bond lengths alters little: six sign changes remain, the largest change is 0.058 eV, and $\Delta E$ at $N=8$ stays near $-0.008$ eV. The special role of the sixth moment is therefore shown here only for the first-shell model in a close-fitting window.

Two other neglected effects are smaller in this example. Taking $c/a=1.60$ instead of the ideal 1.633, at fixed volume, shifts $\Delta E$ by up to 0.019 eV; a ratio of 1.58, close to that of ruthenium, shifts it by up to 0.033 eV. That is still comparable with $\Delta E$ itself: it doubles the hcp preference at $N=7$, removes most of the fcc preference at $N=8$, and moves the last boundary from 7.53 to about 7.9. An electronic temperature of 300 K shifts it by at most 0.001 eV. Hybridization with sp states, crystal-field shifts, magnetism and interatomic repulsion are left out and not sized here, so these energies are band-energy trends and not predicted stabilities. The numerical output below gives further orders and fillings.

## Numbers as computed

```
dd-sigma, dd-pi, dd-delta (eV): -0.90 0.60 -0.15
bond length (angstrom): 2.70
fcc band edges (eV): -4.645 3.222
hcp band edges (eV): -4.549 3.095
rms band width, fcc (eV): 1.9442
window centre, half-width (eV): -0.7117 4.0120
largest moment gap hcp-fcc, n<=3: 6.1e-16
moment s_n: n, fcc, hcp, hcp-fcc
 2   0.06526   0.06526   0.00000
 3   0.11657   0.11657   0.00000
 4  -0.16817  -0.17244  -0.00427
 5  -0.20671  -0.21465  -0.00794
 6  -0.06159  -0.14814  -0.08654
 7  -0.11010  -0.10847   0.00162
 8  -0.12105  -0.02797   0.09307
fourth power-moment gap, 10 states (eV^4): -0.69116
-12 x integral of k-space curve (eV^4): -0.69116
E_hcp-E_fcc (eV/atom): N, k-space, M=4, 5, 6, 8, 12, 32
 1  -0.0526   0.0029   0.0041  -0.0319  -0.0369  -0.0557  -0.0528
 2  -0.0561  -0.0003   0.0049  -0.0174  -0.0469  -0.0540  -0.0555
 3   0.0633  -0.0041   0.0012   0.0259   0.0312   0.0665   0.0636
 4   0.0502  -0.0050  -0.0057   0.0432   0.0710   0.0514   0.0509
 5  -0.0396  -0.0023  -0.0082  -0.0030  -0.0169  -0.0239  -0.0388
 6  -0.0364   0.0009  -0.0022  -0.0412  -0.0642  -0.0453  -0.0361
 7  -0.0307   0.0029   0.0032  -0.0216  -0.0144  -0.0240  -0.0313
 8   0.0269   0.0031   0.0056   0.0074   0.0260   0.0216   0.0269
 9   0.0200   0.0018   0.0046   0.0217   0.0232   0.0255   0.0207
peak |difference|: 0.0953 eV = 0.003502 hartree, at N = 1.5
k-space sign changes at N: 0.67 2.37 4.54 7.53
sign changes in N, in mu (2% floor): 4 4
lowest order allowed by nodes in mu: 6
M, rms error/rms k-space, correlation, sign match, sign changes
  4   1.030  -0.442   0.46   2
  5   1.018  -0.119   0.54   3
  6   0.583   0.857   0.92   4
  7   0.568   0.871   0.93   4
  8   0.480   0.878   0.92   4
  9   0.397   0.918   0.94   4
 10   0.382   0.925   0.94   4
 12   0.184   0.983   0.98   4
 16   0.135   0.991   0.99   4
 24   0.050   0.999   0.99   4
 32   0.017   1.000   1.00   4
order where error stays below 50%, 25%: 8 11
error, 15% wider window, M=4..8: 1.013 1.007 0.820 0.817 0.520
strain slope at M=6, bond order (eV): -0.343819
strain slope at M=6, direct (eV): -0.343819
k-mesh shift of difference, max (eV): 0.000315
hopping to 2 bond lengths: max change 0.0570 eV, sign changes 6
c/a 1.60 for 1.633: max change 0.0189 eV
temperature 300 K: max change 0.000984 eV
```
